# Stress of the local pseudopotential energy in a plane-wave basis, part 1

(Sections cited here and not found follow in the second part.)

## I. From the local energy to its stress

A crystal is described by norm-conserving pseudopotentials and plane waves. Its unit cell has volume $\Omega$ and contains ions $j$ at positions $\boldsymbol\tau_j$. Each ion acts on the electrons through a spherical local potential $v_j(r)$, besides a nonlocal part that is not treated here. The problem is to find how the local energy

$$E_{\rm loc}=\int_\Omega V_{\rm loc}(\mathbf r)\,n(\mathbf r)\,d^3r,\qquad V_{\rm loc}(\mathbf r)=\sum_{\mathbf R}\sum_j v_j(|\mathbf r-\boldsymbol\tau_j-\mathbf R|),$$

contributes to the stress. Here $n$ is the electron number density and $\mathbf R$ runs over the lattice vectors. The algebra is in atomic units, so $v_j$ is the potential energy of an electron in hartree.

In parts (a) to (d) the potentials have finite range, so that every integral and lattice sum converges. The Coulomb tail $-Z_j/r$ of a real ion is added in part (e).

### (a) Write the local energy as a sum over reciprocal lattice vectors.

**Solution.** The density is periodic and is expanded as

$$n(\mathbf r)=\sum_{\mathbf G}n(\mathbf G)e^{i\mathbf G\cdot\mathbf r}.$$

The potential is expanded in the same way, with coefficients

$$V(\mathbf G)=\frac1\Omega\int_\Omega V_{\rm loc}(\mathbf r)e^{-i\mathbf G\cdot\mathbf r}d^3r .$$

Insert the lattice sum and substitute $\mathbf r=\mathbf x+\boldsymbol\tau_j+\mathbf R$ in each term. Since $e^{-i\mathbf G\cdot\mathbf R}=1$, the integrand depends on $\mathbf R$ through the region of integration alone. The shifted cells together fill all space, so

$$V(\mathbf G)=\frac1\Omega\sum_j e^{-i\mathbf G\cdot\boldsymbol\tau_j}\,v_j(G^2),\qquad v_j(G^2)=\int v_j(x)\,e^{-i\mathbf G\cdot\mathbf x}\,d^3x .$$

The integral $v_j(G^2)$ is the form factor. Because $v_j(x)$ is spherical, it depends on the length of $\mathbf G$ and not on its direction, and it may be regarded as a function of $G^2$. In this convention it contains no factor $1/\Omega$. It is a property of one ion and knows nothing of the cell, except through the value of $G^2$ at which it is evaluated.

The energy follows from multiplying the two expansions:

$$E_{\rm loc}=\sum_{\mathbf G,\mathbf G'}V(\mathbf G)\,n(\mathbf G')\int_\Omega e^{i(\mathbf G+\mathbf G')\cdot\mathbf r}d^3r .$$

The integral is $\Omega$ for $\mathbf G'=-\mathbf G$ and zero otherwise. The density is real, so $n(-\mathbf G)=n^*(\mathbf G)$. Ions of the same kind $a$ share a form factor, and their phases are collected in the structure factor

$$S_a(\mathbf G)=\sum_{j\in a}e^{-i\mathbf G\cdot\boldsymbol\tau_j}.$$

The result is

$$E_{\rm loc}=\sum_{\mathbf G}n^*(\mathbf G)\sum_aS_a(\mathbf G)\,v_a(G^2). \tag{1}$$

The factor $\Omega$ from the integral has cancelled the $1/\Omega$ in $V(\mathbf G)$. The terms of $\mathbf G$ and $-\mathbf G$ are complex conjugates of each other, so the sum is real.

### (b) The cell is strained while the plane-wave coefficients of the orbitals stay fixed. What happens to the density?

**Solution.** A homogeneous strain moves every point by

$$\mathbf r\to\mathbf r'=F\mathbf r,\qquad F=1+\varepsilon .$$

The lattice vectors become $\mathbf a_i'=F\mathbf a_i$. The reciprocal vectors must keep the relation $\mathbf a_i'\cdot\mathbf b_j'=2\pi\delta_{ij}$, which requires $\mathbf b_j'=F^{-T}\mathbf b_j$, because

$$(F\mathbf a_i)\cdot(F^{-T}\mathbf b_j)=\mathbf a_i^TF^TF^{-T}\mathbf b_j=\mathbf a_i\cdot\mathbf b_j .$$

A reciprocal vector with given integer labels therefore changes to $\mathbf G'=F^{-T}\mathbf G$, and by the same calculation $\mathbf G'\cdot\mathbf r'=\mathbf G\cdot\mathbf r$. Bloch vectors $\mathbf k$ with fixed fractional components transform in the same way as $\mathbf G$.

An orbital is written as

$$\psi_i(\mathbf r)=\Omega^{-1/2}\sum_{\mathbf G}c_{i,\mathbf G}\,e^{i(\mathbf k+\mathbf G)\cdot\mathbf r}.$$

For two orbitals with the same $\mathbf k$, the integral over the cell gives

$$\int_\Omega\psi_i^*\psi_j\,d^3r=\sum_{\mathbf G}c_{i,\mathbf G}^*c_{j,\mathbf G}.$$

The right-hand side contains neither the volume nor the shape of the cell. Orbitals that are orthonormal before the strain remain so after it, if the coefficients are kept and $\Omega^{-1/2}$ is updated. This uses the plain orthonormality condition of norm-conserving pseudopotentials. With a generalized overlap that contains functions localized at the ions, the condition itself would depend on strain, and the argument would need additional terms.

Let $f_i$ be the occupation, including spin and the weight of the $\mathbf k$ point. The density is

$$n(\mathbf r)=\sum_if_i|\psi_i|^2=\frac1\Omega\sum_if_i\sum_{\mathbf G',\mathbf G''}c^*_{i,\mathbf G'}c_{i,\mathbf G''}\,e^{i(\mathbf G''-\mathbf G')\cdot\mathbf r}.$$

Setting $\mathbf G''=\mathbf G'+\mathbf G$ and collecting the coefficient of $e^{i\mathbf G\cdot\mathbf r}$ gives

$$N(\mathbf G)\equiv\Omega\,n(\mathbf G)=\sum_if_i\sum_{\mathbf G'}c^*_{i,\mathbf G'}c_{i,\mathbf G'+\mathbf G}. \tag{2}$$

The right-hand side contains fixed numbers. The product of volume and density coefficient is therefore invariant, while $n(\mathbf G)$ itself changes as $1/\Omega$.

In real space this says

$$n'(\mathbf r')=\frac1{\Omega'}\sum_{\mathbf G}N(\mathbf G)e^{i\mathbf G'\cdot\mathbf r'}=\frac{\Omega}{\Omega'}\,n(\mathbf r)=\frac{n(\mathbf r)}{\det F}.$$

The electrons in a small volume element are carried along with it, and their density falls as the element grows. The coefficient $N(0)$ is the number of electrons in the cell, $N_{\rm el}$. Had one kept $n(\mathbf G)$ fixed instead, an expansion of the cell would have created electrons in proportion to the added volume.

The true density of the strained crystal is not the carried one, because the orbitals respond to the strain. Part (g) shows why the carried density nevertheless suffices for the local contribution to the total stress.

### (c) Find the first-order changes of the volume, of $G^2$ and of the structure factor.

**Solution.** The nine components $\varepsilon_{\alpha\beta}$ are treated as independent variables. To first order $\det(1+\varepsilon)=1+\sum_\alpha\varepsilon_{\alpha\alpha}$, since every product of off-diagonal elements in the determinant is of second order or higher. Therefore

$$\frac{\partial\Omega}{\partial\varepsilon_{\alpha\beta}}=\Omega\,\delta_{\alpha\beta}. \tag{3}$$

For the reciprocal vectors, $F^{-T}=1-\varepsilon^T+O(\varepsilon^2)$. In components,

$$G'_\gamma=G_\gamma-\sum_\lambda\varepsilon_{\lambda\gamma}G_\lambda+O(\varepsilon^2),\qquad \frac{\partial G_\gamma}{\partial\varepsilon_{\alpha\beta}}=-\delta_{\gamma\beta}G_\alpha .$$

The square changes by

$$\frac{\partial G^2}{\partial\varepsilon_{\alpha\beta}}=2\sum_\gamma G_\gamma\frac{\partial G_\gamma}{\partial\varepsilon_{\alpha\beta}}=-2G_\alpha G_\beta. \tag{4}$$

The minus sign reflects that a cell stretched along $x$ has reciprocal vectors that are shorter along $x$.

The ions are moved with the cell, $\boldsymbol\tau_j'=F\boldsymbol\tau_j$, which keeps their fractional coordinates. Then $\mathbf G'\cdot\boldsymbol\tau_j'=\mathbf G\cdot\boldsymbol\tau_j$, and the structure factor does not change. If the ions also shift within the cell, the total energy changes to first order by minus the forces times these shifts. This vanishes when the total forces on the ions are zero; otherwise the result below is the stress at clamped fractional positions.

### (d) Derive the local stress. Check it in two limiting cases and interpret it in real space.

**Solution.** The stress is defined as

$$\sigma_{\alpha\beta}=\frac1\Omega\frac{\partial E}{\partial\varepsilon_{\alpha\beta}},$$

so a positive diagonal element means that stretching costs energy, and the pressure is $p=-\frac13\sum_\alpha\sigma_{\alpha\alpha}$.

First express (1) through the invariant coefficients (2), so that all dependence on strain is visible:

$$E_{\rm loc}=\frac1\Omega\sum_{\mathbf G}N^*(\mathbf G)\sum_aS_a(\mathbf G)\,v_a(G^2).$$

Strain enters in two places, the prefactor and the argument of $v_a$. By (3), the derivative of the prefactor is

$$\frac{\partial}{\partial\varepsilon_{\alpha\beta}}\frac1\Omega=-\frac1{\Omega^2}\,\Omega\,\delta_{\alpha\beta}=-\frac{\delta_{\alpha\beta}}{\Omega}.$$

It reproduces the whole energy with the factor $-\delta_{\alpha\beta}$. The chain rule with (4) gives the change of the form factor. Together,

$$\frac{\partial E_{\rm loc}}{\partial\varepsilon_{\alpha\beta}}=-\delta_{\alpha\beta}E_{\rm loc}+\frac1\Omega\sum_{\mathbf G}N^*(\mathbf G)\sum_aS_a(\mathbf G)\frac{dv_a}{d(G^2)}\,(-2G_\alpha G_\beta).$$

Divide by $\Omega$ and return to $n=N/\Omega$:

$$\boxed{\;\sigma^{\rm loc}_{\alpha\beta}=-\delta_{\alpha\beta}\frac{E_{\rm loc}}{\Omega}-\frac2\Omega\sum_{\mathbf G}n^*(\mathbf G)\sum_aS_a(\mathbf G)\,\frac{dv_a}{d(G^2)}\,G_\alpha G_\beta\;} \tag{5}$$

The first term will be called the volume part and the second the form-factor part. Both are symmetric in $\alpha$ and $\beta$. An antisymmetric strain, which to first order is a rotation, therefore leaves the energy unchanged to first order, as it must. If a shear is applied symmetrically, with $\varepsilon_{xy}=\varepsilon_{yx}=\eta$, both components contribute and $dE/d\eta=2\Omega\sigma_{xy}$.

Some codes store $u_a=v_a/\Omega$ in place of $v_a$. Then (5) reads

$$\sigma^{\rm loc}_{\alpha\beta}=-\sum_{\mathbf G}n^*(\mathbf G)\sum_aS_a(\mathbf G)\left[\delta_{\alpha\beta}u_a+2\frac{du_a}{d(G^2)}G_\alpha G_\beta\right],$$

where the slope of $u_a$ is taken at fixed $\Omega$. The change of the stored factor $1/\Omega$ is already contained in the $\delta_{\alpha\beta}$ term and must not be counted again.

*Contact potential.* If $v_a$ does not depend on $G^2$, the potential is a delta function at each ion. The slope vanishes and $\sigma_{\alpha\beta}=-\delta_{\alpha\beta}E_{\rm loc}/\Omega$. This is correct: the energy is proportional to the carried density at the ions, which varies as $1/\Omega$ whatever the shape of the strain.

*Pure Coulomb form factor.* This potential does not have finite range, but the derivation holds for each $\mathbf G\ne0$ term separately. For $G\ne0$ take $v_a=-4\pi Z_a/G^2$ and leave out $G=0$. Then $G^2\,dv_a/d(G^2)=4\pi Z_a/G^2=-v_a$. The trace of (5) is

$$\sum_\alpha\sigma_{\alpha\alpha}=-\frac{3E_{\rm loc}}{\Omega}+\frac{2E_{\rm loc}}{\Omega}=-\frac{E_{\rm loc}}{\Omega}.$$

An energy that scales as the inverse of the length $L$ obeys $dE/d\ln L=-E$, and for a uniform dilation $dE/d\ln L=\Omega\sum_\alpha\sigma_{\alpha\alpha}$. The two statements agree.

*Real space.* Let $\mathbf d=\mathbf r-\boldsymbol\tau_j-\mathbf R$ be the vector from an ion to a point of the electron cloud. Under the strain $\mathbf d\to F\mathbf d$, and its length changes by $\partial d/\partial\varepsilon_{\alpha\beta}=d_\alpha d_\beta/d$. Since the number of electrons in each carried volume element is fixed,

$$\sigma^{\rm loc}_{\alpha\beta}=\frac1\Omega\int_\Omega n(\mathbf r)\sum_{\mathbf R,j}\frac{dv_j}{dd}\,\frac{d_\alpha d_\beta}{d}\,d^3r. \tag{6}$$

This is a sum of pair forces multiplied by separations. Where the potential attracts, $dv_j/dd>0$, it contributes a tension.

Equation (6) can be transformed directly into (5). The function in the integrand is $d_\alpha\,\partial v/\partial d_\beta$. In a Fourier transform with kernel $e^{-i\mathbf G\cdot\mathbf d}$, the derivative $\partial/\partial d_\beta$ becomes multiplication by $iG_\beta$, after partial integration, and multiplication by $d_\alpha$ becomes $i\,\partial/\partial G_\alpha$. The transform is thus

$$i\frac{\partial}{\partial G_\alpha}\left[iG_\beta v(G^2)\right]=-\delta_{\alpha\beta}v(G^2)-2G_\alpha G_\beta\frac{dv}{d(G^2)} .$$

Inserted in place of $v$ in (1) and divided by $\Omega$, this is (5). The volume part and the form-factor part together make up the pair-force expression (6).

## II. Coulomb tail, orbital response and a numerical case

The symbols carried over are the cell volume $\Omega$, the strain $\mathbf r\to(1+\varepsilon)\mathbf r$, the structure factor $S_a(\mathbf G)$, the form factor $v_a(G^2)$ without a factor $1/\Omega$, and the density coefficients $n(\mathbf G)$. The products $N(\mathbf G)=\Omega n(\mathbf G)$ are invariant at fixed plane-wave coefficients, and $N(0)=N_{\rm el}$ is the number of electrons. For potentials of finite range the first half gave

$$E_{\rm loc}=\sum_{\mathbf G}n^*\sum_aS_av_a,\qquad \sigma^{\rm loc}_{\alpha\beta}=-\delta_{\alpha\beta}\frac{E_{\rm loc}}{\Omega}-\frac2\Omega\sum_{\mathbf G}n^*\sum_aS_a\frac{dv_a}{d(G^2)}G_\alpha G_\beta .$$

For potentials of finite range, the local stress at fixed plane-wave coefficients has been derived as the sum of a volume part and a form-factor part. It remains to treat the Coulomb tail at $\mathbf G=0$, find the slope of the form factor, show why the coefficients may be held fixed, and evaluate a numerical case.
